# Highest voltage passed by an n-channel switch with body effect

**Question**

I have an n-channel MOS transistor used as a switch. Its gate is at 1.2 V, its body is grounded, and its input is also at 1.2 V. The output is a small capacitor that starts at 0 V. I am given a zero-bias threshold of 0.35 V, a body coefficient of $0.2\ \mathrm{V}^{1/2}$ and a surface potential of 0.85 V. What is the highest voltage the switch can pass?

My first attempt was $1.2-0.35=0.85$ V. But with the output at 0.85 V the body effect raises the threshold, so the transistor should have turned off earlier. If I correct the threshold, the output changes, and then the threshold is wrong again. How do I close this loop? And does the output really stop there, given that a transistor still conducts a little below threshold?

**Answer**

The loop closes because the threshold and the output voltage must satisfy one equation together, and that equation is a quadratic. Your second question matters too: the result is a turn-off voltage, and the output does creep past it.

**Which terminal is the source**

In an n-channel device the source is the n-type terminal at the lower potential. While the capacitor charges from a higher input, that terminal is the output. Call its voltage $V$, measured from the grounded body. Then

$$V_{GS}=V_G-V,\qquad V_{SB}=V .$$

As $V$ rises, the gate drive shrinks and the source-body reverse bias grows. Both act to turn the switch off.

**Where the threshold formula comes from**

Take a long channel and a uniformly doped p-type body with acceptor density $N_A$. Let $\psi$ be the potential in the silicon relative to the deep body, $\psi_s$ its value at the surface, and $\phi_t=kT/q$. The given surface potential is $\phi=2\phi_t\ln(N_A/n_i)$, with $n_i$ the intrinsic density. With Boltzmann statistics, and with the channel electrons in equilibrium with a source at $V$, the densities are

$$p=N_Ae^{-\psi/\phi_t},\qquad n=N_Ae^{(\psi-\phi-V)/\phi_t}.$$

I define threshold by $\psi_s=\phi+V$, where the surface electron density equals $N_A$.

Poisson's equation is $\psi''=-\rho/\varepsilon_s$. Multiplying by $\psi'$ turns the left side into the derivative of $\psi'^2/2$. Integrating from the deep body, where $\psi=\psi'=0$, gives the surface field $E_s$:

$$E_s^2=\frac{2}{\varepsilon_s}\int_0^{\psi_s}(-\rho)\,d\psi,$$

$$-\rho=qN_A\left[1-e^{-\psi/\phi_t}+e^{(\psi-\phi-V)/\phi_t}-e^{-(\phi+V)/\phi_t}\right].$$

The last term keeps the deep body neutral. The integral is

$$qN_A\Big[\psi_s-\phi_t(1-e^{-\psi_s/\phi_t})+\phi_te^{-(\phi+V)/\phi_t}(e^{\psi_s/\phi_t}-1)-\psi_se^{-(\phi+V)/\phi_t}\Big].$$

At $\psi_s=\phi+V$ the third term becomes $+\phi_t(1-e^{-\psi_s/\phi_t})$ and cancels the second. What remains is $qN_A\psi_s(1-e^{-\psi_s/\phi_t})$. Since $\psi_s\ge0.85$ V and $\phi_t=0.02585$ V, the exponential is below $10^{-14}$ and can be dropped:

$$E_s=\sqrt{2qN_A(\phi+V)/\varepsilon_s}.$$

The voltage across the gate oxide is $\varepsilon_sE_s/C_{ox}$, where $C_{ox}$ is the oxide capacitance per area. At threshold it is therefore

$$V_{ox}=\gamma\sqrt{\phi+V},\qquad \gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}} .$$

The gate-to-body voltage is the sum of the flat-band voltage $V_{FB}$, the surface potential and the oxide voltage. At threshold,

$$V_{G,\mathrm{th}}(V)=V_{FB}+\phi+V+\gamma\sqrt{\phi+V}.$$

For $V=0$ this is the given threshold, $V_{T0}=V_{FB}+\phi+\gamma\sqrt\phi$. Eliminating $V_{FB}$ and subtracting $V$, because a threshold voltage is referred to the source, gives

$$V_T(V)=V_{G,\mathrm{th}}(V)-V=V_{T0}+\gamma\left(\sqrt{\phi+V}-\sqrt\phi\right).$$

**Solving for the turn-off voltage**

The switch reaches threshold when $V_G-V=V_T(V)$:

$$V_G-V=V_{T0}+\gamma\sqrt{\phi+V}-\gamma\sqrt\phi .$$

The left side falls with $V$ and the right side rises, so there is at most one solution. Set $u=\sqrt{\phi+V}$, which is positive, so that $V=u^2-\phi$:

$$V_G-u^2+\phi=V_{T0}+\gamma u-\gamma\sqrt\phi .$$

Collecting terms,

$$u^2+\gamma u-K=0,\qquad K=V_G-V_{T0}+\phi+\gamma\sqrt\phi .$$

Completing the square gives $(u+\gamma/2)^2=K+\gamma^2/4$. The positive root is the one we need:

$$V_{\max}=\left(-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+K}\right)^2-\phi .$$

Now the numbers:

$$K=1.2-0.35+0.85+0.2(0.92195)=1.88439\ \mathrm{V},$$

$$u=-0.1+\sqrt{0.01+1.88439}=1.27637\ \mathrm{V}^{1/2},$$

$$V_{\max}=1.62912-0.85=0.77912\ \mathrm{V}.$$

**The highest voltage passed, in the threshold sense, is about 0.78 V (780 mV).**

To check, the threshold at this output is $0.35+0.2(1.27637-0.92195)=0.4209$ V, and the gate drive is $1.2-0.7791=0.4209$ V. Integrating the charge density numerically and searching for the turn-off point, without the closed form, also gives 0.77912 V.

The other root, $u=-1.47637$, would give $V=1.3297$ V. That lies above the gate voltage, so $V_G-V$ is negative while the threshold is positive. Squaring $u$ hid the wrong sign of the square root.

**Your loop does converge**

Your procedure is the iteration $V\leftarrow V_G-V_T(V)$. Starting from 0.85 V it gives

$$0.85000,\ 0.77362,\ 0.77955,\ 0.77908,\ 0.77912\ \mathrm{V}.$$

The derivative of the right side is $-\gamma/(2\sqrt{\phi+V})$. Near the solution it equals $-0.2/(2\times1.27637)=-0.078$, so each pass reverses the sign of the error and leaves about 8% of its size. One correction is already within 6 mV of the answer.

**Limits and sensitivity**

If $\gamma\to0$, the formula returns $V_G-V_{T0}=0.85$ V. The body effect thus costs 71 mV here. If $V_G=V_{T0}$, then $K=\phi+\gamma\sqrt\phi$, so $u=\sqrt\phi$ and $V_{\max}=0$. For a lower gate voltage the switch starts below threshold, and the formula no longer describes a charging limit.

To see how the gate controls the result, differentiate $u^2+\gamma u=K$ with the device parameters fixed. This gives $(2u+\gamma)\,du=dV_G$. Since $dV_{\max}=2u\,du$,

$$\frac{dV_{\max}}{dV_G}=\frac{2u}{2u+\gamma}=\frac{1}{1+\gamma/(2u)}=0.927 .$$

An extra 100 mV on the gate therefore raises the limit by about 93 mV. To bring the turn-off voltage up to 1.2 V, the gate needs

$$V_G=1.2+V_T(1.2)=1.2+0.35+0.2(\sqrt{2.05}-\sqrt{0.85})=1.652\ \mathrm{V}.$$

Such a boosted gate is acceptable only if the oxide can withstand it.

**What if the input is lower?**

In the threshold model the channel charge per area at a point with channel voltage $V_c$ is

$$|Q_i|=C_{ox}\left[V_G-V_{FB}-\phi-V_c-\gamma\sqrt{\phi+V_c}\right],$$

as long as the bracket is positive. The bracket decreases with $V_c$ and vanishes at $V_c=V_{\max}$. If the input is below $V_{\max}$, there is channel charge all the way from output to input, and current flows until the two voltages are equal. The final output is therefore

$$V_{\mathrm{out}}=\min(V_{\mathrm{in}},V_{\max}).$$

A 0.5 V input passes in full; a 1.2 V input gives 0.78 V. If the output feeds a CMOS inverter on a 1.2 V supply, its p-channel transistor then sees a source-gate voltage of $1.2-0.78=0.42$ V. Whether that leaves it conducting depends on its own threshold.

**Does the output really stop?**

No. Around threshold the charging law changes gradually from one form to another. Above $V_{\max}$ the electrons contribute little to the vertical charge balance. Neglecting them, and also a correction of order $\phi_t$ under the root, we have

$$V_G-V_{FB}=\psi_s+\gamma\sqrt{\psi_s}.$$

From the expression for $V_{T0}$, the left side equals $K$. This is the same quadratic as before, with $\sqrt{\psi_s}$ in place of $u$, so $\psi_s=\phi+V_{\max}$. In this range the gate fixes the surface potential almost independently of the output voltage. To within about 8%, the electron density at the source end is then

$$n_s=N_Ae^{(\psi_s-\phi-V)/\phi_t}=N_Ae^{-(V-V_{\max})/\phi_t}.$$

So $V_{\max}$ is also the output voltage beyond which the channel electrons die away exponentially. With the input several $\phi_t$ above the output, the current follows the same exponential. Write $I_0$ for the current at $V_{\max}$ and $C$ for the load:

$$C\frac{dV}{dt}=I_0e^{-(V-V_{\max})/\phi_t}.$$

Separating variables and integrating from the time $t_0$ at which $V=V_{\max}$,

$$\phi_t\left[e^{(V-V_{\max})/\phi_t}-1\right]=\frac{I_0}{C}(t-t_0),$$

$$V=V_{\max}+\phi_t\ln\left[1+\frac{I_0(t-t_0)}{C\phi_t}\right].$$

At late times the output rises by $\phi_t\ln10=59.5$ mV for each tenfold increase in time.

For a concrete case I took a 10 fF load, a channel 260 nm wide and 130 nm long, a constant mobility of 300 cm²/Vs and 300 K. The transient was computed with a charge-sheet current that covers both strong and weak inversion. The current falls from 145 µA at the start to 35 nA at $V_{\max}$, which is reached after 8.6 ns. The charge-sheet approximation itself affects these currents and times by about 1%. The output is then

- 0.697 V after 1 ns,
- 0.784 V after 10 ns,
- 0.907 V after 1 µs,
- 1.086 V after 1 ms.

The creep formula can be checked against this. Its time scale is $C\phi_t/I_0=(10\ \mathrm{fF})(25.85\ \mathrm{mV})/(35.04\ \mathrm{nA})=7.4$ ns. At 1 µs it gives $0.779+0.02585\ln(1+991/7.4)=0.906$ V, within about 1 mV of the computed value. Between 1 µs and 10 µs the computed rise is 59.6 mV, in agreement with the law.

The creep ends when leakage from the output node balances the channel current, or when the output nears the input. For an assumed leakage of 10 pA the balance lies at 0.99 V. The figure of 0.78 V is thus a fair guide for this load on a scale of about ten nanoseconds. It is not an upper bound for a node left connected for a millisecond.

**Which threshold was given?**

The definition $\psi_s=\phi+V$ matters when you compare with measured data. In strong inversion the surface potential rises further. At the start of charging, with $V=0$, the full charge balance is met at $\psi_s\approx1.02$ V, which is 0.17 V above $\phi$. The simple charge formula above, which holds $\psi_s$ at $\phi+V_c$, therefore overestimates the channel charge. A threshold extrapolated from the strong-inversion current need not equal the one defined here; for these parameters and constant mobility it is higher by about 0.10 V if the tangent is drawn at a gate voltage of 0.7 V, and by about 0.13 V if it is drawn at 1.2 V. A value obtained that way should not be inserted without conversion if you want $V_{\max}$ to mark the onset of the exponential law.

**How this compares with a real transistor**

The supply voltage and threshold suit a silicon transistor roughly of the 1.2 V, 130 nm class, but the uniformly doped body is only a simple model of such a device. With a rough $n_i=10^{10}\ \mathrm{cm}^{-3}$ at 300 K, the given $\phi$ implies $N_A=1.4\times10^{17}\ \mathrm{cm}^{-3}$, and $\gamma$ then implies a silicon-dioxide thickness of 3.2 nm. That is thick for a fast logic transistor of this class, where roughly 2 nm is typical. Two assumptions are plainly broken at a length of 130 nm. The first is constant mobility. At the start of charging the mean field along the channel is 1.2 V over 130 nm, about 92 kV/cm, and at such fields the electron velocity saturates. The starting current of 145 µA is therefore an overestimate and the early part of the charging takes longer than computed, but the turn-off condition does not involve the mobility. The second is the long channel: the drain, here the input, also lowers the threshold. With an assumed coefficient of 50 mV per volt of drain-source bias, meant for a device whose doping profile keeps this effect small, and $V_{T0}$ taken at low drain bias, $V_{\max}$ rises by about 19 mV. Since the current near turn-off is nearly exponential, this raises the current at 0.779 V by a factor of about $e^{19/25.85}\approx2$, and the output reaches that voltage in roughly half the computed 8.6 ns. The lowering shrinks as the output rises, so the creep slows from 59.5 mV to about 57 mV per decade of time.

Other estimates, each made with the remaining conditions held fixed, are as follows.

- **Temperature.** At 358 K, $\phi$ falls to about 0.765 V (the last digit moves by about 2 mV with the law used for $n_i(T)$) and $V_{\max}$ rises by about 38 mV. This assumes a heavily doped n-type silicon gate, whose flat-band voltage shifts with temperature and offsets part of the fall in $\phi$. On this uniform body such a gate alone would give $V_{FB}\approx-(1.12+0.85)/2=-0.985$ V and a threshold of only about 0.05 V. The remaining 0.30 V must come from elsewhere, for example a shallow acceptor implant, and is taken as independent of temperature.
- **Surface quantization.** The surface field at threshold grows from 0.19 MV/cm at zero output to 0.26 MV/cm at $V_{\max}$. This lifts the lowest electron level in the surface well, estimated for a triangular well, by about 14 mV. The given $V_{T0}$ already contains the level shift at zero output. With $V_{T0}$ held fixed, that level alone lowers $V_{\max}$ by about 12 mV for the uniform body, and counting all levels gives about 10 mV. The shift is smaller, about 6 to 7 mV, if a shallow implant raises both fields.
- **Gate oxide.** At the output end of the channel the oxide field is largest at the start of charging. The oxide voltage there is $K-\psi_s\approx1.88-1.02=0.86$ V, which across 3.2 nm gives about 2.7 MV/cm. At turn-off the field has fallen to 0.79 MV/cm. If the extra 0.30 V of threshold comes from acceptor charge at the silicon surface, both fields are about 0.9 MV/cm higher. They still lie well below a rough breakdown field of 10 MV/cm. The estimated tunnelling current from the channel at turn-off, about $3\times10^{-21}$ A without that extra charge and of order $10^{-20}$ A with it, is negligible beside 35 nA.
- **Carrier statistics.** At threshold the surface electron density is about 0.5% of the conduction-band density of states, which supports the use of Boltzmann statistics there. At the start of charging the surface electrons are degenerate, so the surface potential of 1.02 V and the starting current are only approximate.

Nonuniform doping and depletion of the gate material are not included in these estimates. Neither is the sharing of depletion charge with the source and drain. At turn-off the depletion layer under the gate of the uniform body would be about 0.12 µm deep, close to the channel length, so $\gamma$ should be a value that applies to a transistor of the same length. The depletion layers of the source and drain junctions would each be about as wide, and together they would exceed the channel length. A uniform body with this doping therefore cannot represent a working 130 nm transistor. A real one needs a doping profile that keeps these layers apart, and the computed transient is that of an idealized long-channel model. Nonuniform doping can change the square-root law itself, because $\gamma$ then depends on how deep the depletion layer reaches. Even if $V_{T0}$ and $\gamma$ are the values defined here for the device in question, the corrections listed above are roughly 10 to 40 mV, some upward and some downward. More digits than 0.78 V are therefore not justified; the further digits above serve to check the algebra. The numerical check contains the parameters of the main estimates, and its output lists their results.

## Computed results

```
Gate voltage: 1.20 V; zero-bias threshold: 0.35 V
Body coefficient: 0.20 V^0.5; surface potential: 0.85 V
Square root of surface potential: 0.92195 V^0.5
Constant in quadratic: 1.88439 V
Positive root u: 1.27637 V^0.5; u squared: 1.62912 V
Negative root: -1.47637 V^0.5, false output 1.3297 V
Highest voltage, closed form: 0.77912 V = 779.1 mV
Highest voltage, numerical Poisson: 0.77912 V
Threshold at that output: 0.42088 V
Estimate without body effect: 0.850 V
Loss due to body effect: 70.9 mV
Hand iterates (V): 0.85000 0.77362 0.77955 0.77908 0.77912
Error factor per pass: 0.0783
Output change per gate change: 0.9273 (numerical 0.9273)
Gate voltage to pass 1.2 V: 1.6520 V
Temperature: 300 K; thermal voltage: 25.85 mV
Intrinsic density (rough): 1.0e+10 cm^-3
Acceptor density: 1.38e+17 cm^-3
Oxide thickness: 3.23 nm; capacitance: 1.070 uF/cm2
Effective flat-band voltage: -0.6844 V
Mobility: 300 cm2/Vs; load: 10 fF
Channel width: 260 nm; length: 130 nm
High input: 1.20 V; low input: 0.50 V
Current at start: 145.1 uA; at Vmax: 35.04 nA
Time to reach Vmax: 8.58 ns
Output after 1 ns: 0.6972 V
Output after 10 ns: 0.7837 V
Output after 1 us: 0.9070 V
Output after 1 ms: 1.0855 V
Current ratio, 0.2 V to 0.1 V above Vmax: 0.0209
Exponential law for that ratio: 0.0209
Creep from 1 us to 10 us: 59.59 mV
Creep law, per decade: 59.53 mV
Low input: time to within 1 mV of input: 0.484 ns
Output where current equals 10 pA leakage: 0.991 V
Barrier-lowering coefficient (rough): 50 mV/V
Shift of Vmax by barrier lowering: +18.7 mV
Surface potential at 358 K: 0.765 V
Shift of Vmax at 358 K: +38.4 mV
Surface field, output 0 V: 0.190 MV/cm
Surface field, output Vmax: 0.264 MV/cm
Shift of Vmax by quantization (estimate): -14.0 mV
Oxide field at Vmax: 0.791 MV/cm
Gate tunnelling current at Vmax (estimate): 2.8e-21 A
Surface electron density / band density of states: 0.0049
```
